# Darken's interdiffusion coefficient for unequal but constant partial molar volumes: a numerical check

```python
"""
Result under test: for a binary alloy with partial molar volumes V_A, V_B,
the volume-frame interdiffusion coefficient is
    D = c_B V_B D_A + c_A V_A D_B,
where c_i is moles per volume and D_i is the intrinsic coefficient defined by
J_i = -D_i dc_i/dx relative to the lattice. The lattice velocity is
    v = V_A (D_A - D_B) dc_A/dx.
Numerical road: material cells between lattice markers exchange atoms by the
intrinsic fluxes alone; cell widths follow from their contents. Neither D nor v
is used to evolve the cells.
Internal units: micrometre, second, cm^3/mol, mol/cm^3.
A flux in (mol/cm^3)(micrometre/s) has the same number in mol/(m^2 s).
"""
import numpy as np
import sympy as sp
from scipy.constants import hour
from scipy.integrate import odeint

# Symbolic test, with an arbitrary molar volume as a function of x_A.
x, DA, DB, vel = sp.symbols("x D_A D_B v")
Vm = sp.Function("V_m")(x)
slope = sp.diff(Vm, x)
VA_s = Vm + (1 - x) * slope
VB_s = Vm - x * slope
cA_s, cB_s = x / Vm, (1 - x) / Vm
gA, gB = sp.diff(cA_s, x), sp.diff(cB_s, x)
assert sp.simplify(VA_s * gA + VB_s * gB) == 0
fluxA = -DA * gA + cA_s * vel
fluxB = -DB * gB + cB_s * vel
v_s = sp.solve(sp.expand(VA_s * fluxA + VB_s * fluxB), vel)[0]
D_s = cB_s * VB_s * DA + cA_s * VA_s * DB
assert sp.simplify(v_s - VA_s * (DA - DB) * gA) == 0
assert sp.simplify(fluxA.subs(vel, v_s) + D_s * gA) == 0
assert sp.simplify(fluxB.subs(vel, v_s) + D_s * gB) == 0

# Model couple.
volumes = np.array([12.0, 6.0])             # cm^3/mol, A and B
diffusivities = np.array([0.04, 0.01])      # micrometre^2/s, A and B
phi_left, phi_right = 0.9, 0.1              # volume fraction of A
anneal = 100 * hour
half_length = 1200.0
cells = 600
times = np.array([0.0, 0.95, 1.0, 1.05]) * anneal
omega = -1.0                                # regular-solution parameter / RT


def gradient_flux(c, gap):
    """Intrinsic fluxes driven by each species' concentration gradient."""
    return -diffusivities * np.diff(c, axis=0) / gap[:, None]


def potential_flux(c, gap):
    """Intrinsic fluxes driven by regular-solution chemical potentials."""
    mole = c / c.sum(axis=1)[:, None]
    mu = np.log(mole) + omega * (1 - mole) ** 2
    c_face = (c[1:] + c[:-1]) / 2
    return -diffusivities * c_face * np.diff(mu, axis=0) / gap[:, None]


def simulate(flux_law):
    """Evolve the amounts of A and B per area in cells bounded by markers."""
    s = np.linspace(-1, 1, cells + 1)
    start_edges = half_length * np.sinh(5 * s) / np.sinh(5)
    width = np.diff(start_edges)
    phi = np.where(np.arange(cells) < cells // 2, phi_left, phi_right)
    start = np.column_stack((phi, 1 - phi)) * width[:, None] / volumes

    def rate(t, y):
        n = y.reshape(-1, 2)
        h = n @ volumes
        flux = flux_law(n / h[:, None], (h[1:] + h[:-1]) / 2)
        out = np.zeros_like(n)
        out[:-1] -= flux
        out[1:] += flux
        return out.ravel()

    sol = odeint(rate, start.ravel(), times, tfirst=True, ml=3, mu=3,
                 rtol=1e-8, atol=1e-10, mxstep=50000)
    return sol.reshape(len(times), cells, 2)


def profile(n):
    """Marker positions, cell centres and A volume fraction in the lab frame."""
    h = n @ volumes
    edges = -half_length + np.concatenate(([0.0], np.cumsum(h)))
    return edges, (edges[1:] + edges[:-1]) / 2, n[:, 0] * volumes[0] / h


def matano(centre, phi, probes):
    """Interdiffusion coefficient from the profile, origin at first contact."""
    steps = (centre[1:] + centre[:-1]) / 2 * np.diff(phi)
    area = np.concatenate(([0.0], np.cumsum(steps)))
    grad = np.gradient(phi, centre)
    where = np.interp(probes, phi[::-1], centre[::-1])
    return -np.interp(where, centre, area) / (
        2 * anneal * np.interp(where, centre, grad))


probes = np.array([0.3, 0.5, 0.7])
c_probe = np.column_stack((probes, 1 - probes)) / volumes
xA = c_probe[:, 0] / c_probe.sum(axis=1)
D_A, D_B = diffusivities
V_A, V_B = volumes

# Extracted interdiffusion coefficient against the formula.
history = simulate(gradient_flux)
edges, centre, phi = profile(history[2])
D_measured = matano(centre, phi, probes)
D_formula = c_probe[:, 1] * V_B * D_A + c_probe[:, 0] * V_A * D_B
D_mole = (1 - xA) * D_A + xA * D_B
assert np.allclose(D_measured, D_formula, rtol=0.01)
assert np.all(np.abs(D_mole / D_measured - 1) > 0.1)

# Fluxes through the fixed laboratory plane where phi = 0.5 at the end time.
plane = np.interp(0.5, phi[::-1], centre[::-1])
grad_phi = np.gradient(phi, centre)
grad_c = np.interp(plane, centre, grad_phi) * np.array([1, -1]) / volumes
J_lattice = -diffusivities * grad_c
v_plane = V_A * (D_A - D_B) * grad_c[0]
J_volume = -D_formula[1] * grad_c


def amount_left(n):
    e = profile(n)[0]
    return np.array([np.interp(plane, e, np.concatenate(
        ([0.0], np.cumsum(n[:, k])))) for k in range(2)])


J_counted = -(amount_left(history[3]) - amount_left(history[1])) / (
    times[3] - times[1])
assert np.allclose(J_counted, J_volume, rtol=0.01)

# Displacement of the marker placed at the first contact.
x_K = edges[cells // 2]
v_K = (D_A - D_B) * np.interp(x_K, centre, grad_phi)
phi_K = np.interp(x_K, centre, phi)
assert abs(2 * v_K * anneal / x_K - 1) < 0.01

# Tracer form, with fluxes driven by chemical potentials.
_, centre2, phi2 = profile(simulate(potential_flux)[2])
D_measured2 = matano(centre2, phi2, probes)
factor = 1 - 2 * omega * xA * (1 - xA)
D_tracer = factor * ((1 - xA) * D_A + xA * D_B)
V_mean = 1 / c_probe.sum(axis=1)
intrinsic_A = D_A * factor * V_mean / V_B
intrinsic_B = D_B * factor * V_mean / V_A
D_volume2 = (1 - probes) * intrinsic_A + probes * intrinsic_B
assert np.allclose(D_measured2, D_tracer, rtol=0.01)
assert np.allclose(D_measured2, D_volume2, rtol=0.01)

U = 100.0   # micrometre^2/s to 1e-14 m^2/s
print(f"V_A, V_B = {V_A:.1f}, {V_B:.1f} cm^3/mol")
print(f"D_A, D_B = {D_A*U:.2f}, {D_B*U:.2f} 1e-14 m^2/s")
print(f"A volume fraction left, right = {phi_left}, {phi_right}")
print(f"annealing time = {anneal/hour:.0f} h")
print("-- run 1: constant intrinsic coefficients; D in 1e-14 m^2/s --")
for i, p in enumerate(probes):
    print(f"A volume fraction {p:.1f}: x_A = {xA[i]:.4f}")
    print(f"  D formula = {D_formula[i]*U:.3f}")
    print(f"  D extracted from profile = {D_measured[i]*U:.3f}")
    print(f"  D with mole-fraction weights = {D_mole[i]*U:.3f}")
print("-- plane where the A volume fraction is 0.5 --")
print(f"position = {plane:.2f} micrometre")
print(f"c_A, c_B = {c_probe[1,0]:.5f}, {c_probe[1,1]:.5f} mol/cm^3")
print(f"dc_A/dx = {grad_c[0]*1e4:.4f} mol/cm^4")
print(f"dc_B/dx = {grad_c[1]*1e4:.4f} mol/cm^4")
print(f"lattice-frame J_A = {J_lattice[0]:.4e} mol/(m^2 s)")
print(f"lattice-frame J_B = {J_lattice[1]:.4e} mol/(m^2 s)")
print(f"lattice velocity v = {v_plane*1e3:.5f} nm/s")
print(f"volume-frame J_A, formula = {J_volume[0]:.4e} mol/(m^2 s)")
print(f"volume-frame J_A, counted = {J_counted[0]:.4e} mol/(m^2 s)")
print(f"volume-frame J_B, formula = {J_volume[1]:.4e} mol/(m^2 s)")
print(f"volume-frame J_B, counted = {J_counted[1]:.4e} mol/(m^2 s)")
print("-- Kirkendall plane --")
print(f"A volume fraction there = {phi_K:.4f}")
print(f"lattice velocity there = {v_K*1e3:.5f} nm/s")
print(f"marker displacement, simulated = {x_K:.2f} micrometre")
print(f"marker displacement, 2 v t = {2*v_K*anneal:.2f} micrometre")
print("-- run 2: tracer coefficients 4 and 1, regular solution --")
print(f"regular-solution parameter / RT = {omega:.1f}")
for i, p in enumerate(probes):
    print(f"A volume fraction {p:.1f}: factor Phi = {factor[i]:.4f}")
    print(f"  intrinsic D_A, D_B = {intrinsic_A[i]*U:.3f},"
          f" {intrinsic_B[i]*U:.3f} 1e-14 m^2/s")
    print(f"  D tracer form, extracted = {D_tracer[i]*U:.3f},"
          f" {D_measured2[i]*U:.3f} 1e-14 m^2/s")
print("every check passed")
```

Output:

```
V_A, V_B = 12.0, 6.0 cm^3/mol
D_A, D_B = 4.00, 1.00 1e-14 m^2/s
A volume fraction left, right = 0.9, 0.1
annealing time = 100 h
-- run 1: constant intrinsic coefficients; D in 1e-14 m^2/s --
A volume fraction 0.3: x_A = 0.1765
  D formula = 3.100
  D extracted from profile = 3.100
  D with mole-fraction weights = 3.471
A volume fraction 0.5: x_A = 0.3333
  D formula = 2.500
  D extracted from profile = 2.500
  D with mole-fraction weights = 3.000
A volume fraction 0.7: x_A = 0.5385
  D formula = 1.900
  D extracted from profile = 1.900
  D with mole-fraction weights = 2.385
-- plane where the A volume fraction is 0.5 --
position = -14.80 micrometre
c_A, c_B = 0.04167, 0.08333 mol/cm^3
dc_A/dx = -1.9722 mol/cm^4
dc_B/dx = 3.9443 mol/cm^4
lattice-frame J_A = 7.8886e-06 mol/(m^2 s)
lattice-frame J_B = -3.9443e-06 mol/(m^2 s)
lattice velocity v = -0.07100 nm/s
volume-frame J_A, formula = 4.9304e-06 mol/(m^2 s)
volume-frame J_A, counted = 4.9316e-06 mol/(m^2 s)
volume-frame J_B, formula = -9.8608e-06 mol/(m^2 s)
volume-frame J_B, counted = -9.8632e-06 mol/(m^2 s)
-- Kirkendall plane --
A volume fraction there = 0.5935
lattice velocity there = -0.07397 nm/s
marker displacement, simulated = -53.26 micrometre
marker displacement, 2 v t = -53.26 micrometre
-- run 2: tracer coefficients 4 and 1, regular solution --
regular-solution parameter / RT = -1.0
A volume fraction 0.3: factor Phi = 1.2907
  intrinsic D_A, D_B = 6.074, 0.759 1e-14 m^2/s
  D tracer form, extracted = 4.479, 4.480 1e-14 m^2/s
A volume fraction 0.5: factor Phi = 1.4444
  intrinsic D_A, D_B = 7.704, 0.963 1e-14 m^2/s
  D tracer form, extracted = 4.333, 4.334 1e-14 m^2/s
A volume fraction 0.7: factor Phi = 1.4970
  intrinsic D_A, D_B = 9.213, 1.152 1e-14 m^2/s
  D tracer form, extracted = 3.570, 3.570 1e-14 m^2/s
every check passed
```
